# Certified Multigrid Relaxation of a Strained Ball-and-Spring Film for Hop Rates: test program

```python
"""Certified relaxation of a ball-and-spring heteroepitaxial film.

Result under test: for W(u) = 1/2 u.A.u - b.u + c, with atomic forces
r = b - A u, the unrelaxed energy obeys W(u) - W_min <= |r|^2 / (2 lambda_min).
If this bound is below kT ln(1+tau) with and without the hopping atom, the rate
nu exp[-(n gamma - DeltaW - E0)/kT] is correct within a factor 1+tau.
Here DeltaW = W(with atom) - W(without atom), n = number of bonded neighbours,
gamma = bond energy, E0 = constant offset, lambda_min = lowest eigenvalue of A.
Lengths are in angstrom, energies in eV. The layer y = 0 is held fixed.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu, eigsh
from scipy.constants import k as boltzmann, e as charge

SPACING, K_NEAR, K_DIAG = 3.0, 2.0, 1.0
MISFIT, GAMMA, OFFSET = 0.04, 0.35, 0.45
ATTEMPT, TEMPERATURE, RATE_TOL, FORCE_TOL = 1e13, 700.0, 1e-4, 1e-4
KT = boltzmann * TEMPERATURE / charge
ENERGY_TOL = KT * np.log1p(RATE_TOL)


def occupy(nx, depth, wetting, widths):
    """Map each free site to True (film) or False (substrate)."""
    film = {(x, y): y > depth for y in range(1, depth + wetting + 1)
            for x in range(nx)}
    for row, width in enumerate(widths):
        left = (nx - width) // 2
        for x in range(left, left + width):
            film[x, depth + wetting + 1 + row] = True
    return film


class Crystal:
    def __init__(self, nx, film, misfit):
        self.nx = nx
        self.sites = sorted(film, key=lambda s: (s[1], s[0]))
        self.index = {s: i for i, s in enumerate(self.sites)}
        first, second, unit, length, stiff, share = [], [], [], [], [], []
        for x, y in [(x, 0) for x in range(nx)] + self.sites:
            for dx, dy in ((1, 0), (0, 1), (1, 1), (-1, 1)):
                other = ((x + dx) % nx, y + dy)
                if other not in film:
                    continue
                size = np.hypot(dx, dy)
                first.append(self.index.get((x, y), -1))
                second.append(self.index[other])
                unit.append((dx / size, dy / size))
                length.append(size * SPACING)
                stiff.append(K_NEAR if dx * dy == 0 else K_DIAG)
                share.append((int(film.get((x, y), False))
                              + int(film[other])) / 2)
        self.first, self.second = np.array(first), np.array(second)
        self.unit, self.length = np.array(unit), np.array(length)
        self.stiff = np.array(stiff)
        self.stretch = misfit * np.array(share) * self.length
        nb, n = len(first), len(self.sites)
        rows, free = np.arange(nb), self.first >= 0
        incidence = sp.csr_matrix(
            (np.r_[np.ones(nb), -np.ones(free.sum())],
             (np.r_[rows, rows[free]], np.r_[self.second, self.first[free]])),
            shape=(nb, n))
        self.diff = sp.kron(incidence, sp.eye(2), format="csr")
        project = sp.csr_matrix(
            (self.unit.ravel(), (np.repeat(rows, 2), np.arange(2 * nb))),
            shape=(nb, 2 * nb))
        self.elong = (project @ self.diff).tocsr()
        self.A = (self.elong.T @ sp.diags(self.stiff) @ self.elong).tocsr()
        self.b = self.elong.T @ (self.stiff * self.stretch)

    def bond_energies(self, u):
        return 0.5 * self.stiff * (self.elong @ u - self.stretch) ** 2

    def energy(self, u):
        return self.bond_energies(u).sum()

    def true_length_energy(self, u):
        vec = self.unit * self.length[:, None] + (self.diff @ u).reshape(-1, 2)
        size = np.sqrt((vec ** 2).sum(axis=1))
        return 0.5 * np.sum(self.stiff * (size - self.length - self.stretch)**2)


def direct(c):
    u = splu(c.A.tocsc()).solve(c.b)
    return u, c.energy(u)


def lowest_mode(c):
    val, vec = eigsh(c.A.tocsc(), k=1, sigma=0, v0=np.ones(c.A.shape[0]))
    return val[0], vec[:, 0]


def newton_true_length(c):
    """Minimum energy of springs with true (nonlinear) lengths."""
    u, _ = direct(c)
    nb = len(c.stiff)
    for _ in range(15):
        vec = c.unit * c.length[:, None] + (c.diff @ u).reshape(-1, 2)
        size = np.sqrt((vec ** 2).sum(axis=1))
        hat = vec / size[:, None]
        tension = c.stiff * (size - c.length - c.stretch)
        grad = c.diff.T @ (tension[:, None] * hat).ravel()
        if np.abs(grad).max() < 1e-10:
            break
        outer = hat[:, :, None] * hat[:, None, :]
        blocks = (c.stiff[:, None, None] * outer
                  + (tension / size)[:, None, None] * (np.eye(2) - outer))
        middle = sp.bsr_matrix((blocks, np.arange(nb), np.arange(nb + 1)),
                               shape=(2 * nb, 2 * nb))
        u = u - splu((c.diff.T @ middle @ c.diff).tocsc()).solve(grad)
    assert np.abs(grad).max() < 1e-10
    return c.true_length_energy(u)


def lower_factor(A):
    return splu(sp.tril(A).tocsc(), permc_spec="NATURAL", diag_pivot_thresh=0.0)


def interpolation(nx, sites):
    """Bilinear interpolation; coarse nodes at height 0 stay fixed."""
    nodes, rows, cols, vals = {}, [], [], []
    for row, (x, y) in enumerate(sites):
        xs = [x // 2] if x % 2 == 0 else [x // 2, (x // 2 + 1) % (nx // 2)]
        ys = [y // 2] if y % 2 == 0 else [y // 2, y // 2 + 1]
        for cy in ys:
            for cx in xs:
                if cy > 0:
                    rows.append(row)
                    cols.append(nodes.setdefault((cx, cy), len(nodes)))
                    vals.append(1.0 / (len(xs) * len(ys)))
    P = sp.csr_matrix((vals, (rows, cols)), shape=(len(sites), len(nodes)))
    return sp.kron(P, sp.eye(2), format="csr"), list(nodes)


def build_levels(c):
    A, nx, sites, levels = c.A, c.nx, c.sites, []
    while nx > 8:
        P, coarse = interpolation(nx, sites)
        levels.append((A, lower_factor(A), P))
        A, nx, sites = (P.T @ A @ P).tocsr(), nx // 2, coarse
    levels.append(np.linalg.pinv(A.toarray(), rcond=1e-10, hermitian=True))
    return levels


def v_cycle(levels, b, u, depth=0):
    if depth == len(levels) - 1:
        return levels[depth] @ b
    A, lower, P = levels[depth]
    for _ in range(2):
        u = u + lower.solve(b - A @ u)
    coarse_load = P.T @ (b - A @ u)
    u = u + P @ v_cycle(levels, coarse_load, np.zeros(P.shape[1]), depth + 1)
    for _ in range(2):
        u = u + lower.solve(b - A @ u, "T")
    return u


def contraction(c, levels, cycles=60):
    """Energy-norm reduction of the dominant error by one V-cycle."""
    err = np.random.default_rng(1).standard_normal(c.A.shape[0])
    zero, ratio = np.zeros_like(err), 0.0
    for _ in range(cycles):
        err = err / np.sqrt(err @ (c.A @ err))
        err = v_cycle(levels, zero, err)
        ratio = np.sqrt(err @ (c.A @ err))
    return ratio


def force_sizes(c, u):
    f = (c.b - c.A @ u).reshape(-1, 2)
    return np.sqrt((f ** 2).sum(axis=1)).max(), np.linalg.norm(f.sum(axis=0))


def relax(c):
    """V-cycles until the energy bound and all forces pass the gate."""
    levels, lam = build_levels(c), lowest_mode(c)[0]
    u, history = np.zeros(len(c.b)), []
    for _ in range(80):
        r = c.b - c.A @ u
        bound = r @ r / (2 * lam)
        atom, total = force_sizes(c, u)
        history.append((u, c.energy(u), atom, total, bound))
        if bound <= ENERGY_TOL and max(atom, total) <= FORCE_TOL:
            return u, c.energy(u), history, lam, levels
        u = v_cycle(levels, c.b, u)
    raise AssertionError("relaxation did not pass the gate")


def gauss_seidel(c, change_tol):
    lower, u = lower_factor(c.A), np.zeros(len(c.b))
    old, sweeps = c.energy(u), 0
    while True:
        u = u + lower.solve(c.b - c.A @ u)
        new, sweeps = c.energy(u), sweeps + 1
        if old - new < change_tol:
            return u, new, sweeps, old - new
        old = new


def neighbours(nx, film, site):
    x, y = site
    return sum(((x + dx) % nx, y + dy) in film for dx in (-1, 0, 1)
               for dy in (-1, 0, 1) if (dx, dy) != (0, 0))


def without(film, site):
    return {s: f for s, f in film.items() if s != site}


# Forces against finite differences of the true-length spring energy.
small = Crystal(16, occupy(16, 5, 1, [6]), 1e-5)
trial = 1e-5 * np.random.default_rng(2).standard_normal(len(small.b))
numeric = np.zeros_like(trial)
for dof in range(len(trial)):
    step = np.zeros_like(trial)
    step[dof] = 1e-5
    numeric[dof] = -(small.true_length_energy(trial + step)
                     - small.true_length_energy(trial - step)) / 2e-5
forces = small.b - small.A @ trial
assert np.abs(numeric - forces).max() < 1e-3 * np.abs(forces).max()

# Flat film: closed-form energy and closed-form lowest eigenvalue.
flat_layers, flat_depth = 3, 15
flat = Crystal(32, occupy(32, flat_depth, flat_layers, []), MISFIT)
flat_levels, flat_u = build_levels(flat), np.zeros(len(flat.b))
for _ in range(50):
    flat_u = v_cycle(flat_levels, flat.b, flat_u)
flat_energy = flat.energy(flat_u) / 32
series = K_NEAR * K_DIAG / (K_NEAR + K_DIAG)
flat_formula = 0.5 * (MISFIT * SPACING) ** 2 * (
    K_NEAR * flat_layers + series * (flat_layers - 0.75))
assert abs(flat_energy - flat_formula) < 1e-9
free_layers = flat_depth + flat_layers
lam_formula = 4 * K_DIAG * np.sin(np.pi / (2 * (2 * free_layers + 1))) ** 2
assert abs(lowest_mode(flat)[0] / lam_formula - 1) < 1e-6

# Size dependence of the V-cycle and of Gauss-Seidel alone.
scaling = []
for nx in (32, 64, 128):
    c = Crystal(nx, occupy(nx, nx // 2 - 1, 1,
                           [3 * nx // 8 - 4 * r for r in range(nx // 16)]),
                MISFIT)
    lam, mode = lowest_mode(c)
    lower = lower_factor(c.A)
    err = mode - lower.solve(c.A @ mode)
    err = err - lower.solve(c.A @ err, "T")
    gap = 1 - np.sqrt(err @ (c.A @ err) / (mode @ (c.A @ mode)))
    scaling.append((nx, contraction(c, build_levels(c)), gap))
assert max(s[1] for s in scaling) < 0.6
assert scaling[2][1] - scaling[0][1] < 0.2
for coarse, fine in zip(scaling, scaling[1:]):
    assert 2.5 < coarse[2] / fine[2] < 6

# The worked film: one wetting layer and a stepped island.
NX, DEPTH, WIDTHS = 64, 31, [24, 20, 16, 12]
film = occupy(NX, DEPTH, 1, WIDTHS)
top = DEPTH + 1 + len(WIDTHS)
edge, target, centre = (26, top), (25, top), (32, top)
far_edge = (NX - 1 - edge[0], top)
full = Crystal(NX, film, MISFIT)
u_full, w_full, history, lam_full, levels = relax(full)
u_exact, w_exact = direct(full)
rho = contraction(full, levels)
excess = []
for state in history:
    d = state[0] - u_exact
    excess.append(0.5 * d @ (full.A @ d))
    assert excess[-1] <= state[4] * (1 + 1e-6)
    assert abs(state[1] - w_exact - excess[-1]) < 1e-10
for m in range(len(history) - 1):
    drop = history[m][1] - history[m + 1][1]
    assert drop > 0
    assert excess[m + 1] <= 1.02 * rho**2 / (1 - rho**2) * drop + 1e-12

# Total force vanishes for the unrelaxed film although atoms feel forces.
assert history[0][3] < 1e-11 and history[0][2] > 0.1

# Gauss-Seidel stopped by a small energy change is far from converged.
CHANGE_TOL = 1e-5
u_gs, w_gs, sweeps, gs_drop = gauss_seidel(full, CHANGE_TOL)
gs_excess = w_gs - w_exact
assert gs_excess > 10 * gs_drop
wall = full.first < 0
pull = -(full.stiff * (full.elong @ u_gs - full.stretch))[wall]
wall_force = (pull[:, None] * full.unit[wall]).sum(axis=0)
total_gs = (full.b - full.A @ u_gs).reshape(-1, 2).sum(axis=0)
assert np.abs(wall_force - total_gs).max() < 1e-10


def hop(film_with, site, w_with):
    """Bond count, DeltaW, barrier and rate after a certified relaxation."""
    rest = Crystal(NX, without(film_with, site), MISFIT)
    w_rest = relax(rest)[1]
    n = neighbours(NX, film_with, site)
    delta = w_with - w_rest
    barrier = n * GAMMA - delta - OFFSET
    return n, delta, barrier, ATTEMPT * np.exp(-barrier / KT), rest


n_edge, dw_edge, b_edge, rate_edge, rest = hop(film, edge, w_full)
n_mid, dw_mid, b_mid, rate_mid, _ = hop(film, centre, w_full)
dw_far = hop(film, far_edge, w_full)[1]
assert abs(dw_far - dw_edge) < 2 * ENERGY_TOL
assert min(dw_edge, dw_mid) > 0 and min(b_edge, b_mid) > 0

# Accepted rate against the rate from direct solutions.
u_rest, w_rest_exact = direct(rest)
dw_exact = w_exact - w_rest_exact
rate_exact = ATTEMPT * np.exp(-(n_edge * GAMMA - dw_exact - OFFSET) / KT)
assert 1 / (1 + RATE_TOL) <= rate_edge / rate_exact <= 1 + RATE_TOL

# Local bracket on DeltaW.
atom = full.index[edge]
own = (full.first == atom) | (full.second == atom)
dw_low = full.bond_energies(u_exact)[own].sum()
u_insert = np.zeros((len(full.sites), 2))
for s, i in rest.index.items():
    u_insert[full.index[s]] = u_rest.reshape(-1, 2)[i]
u_insert = u_insert.ravel()
dofs = [2 * atom, 2 * atom + 1]
local_force = (full.b - full.A @ u_insert)[dofs]
u_insert[dofs] += np.linalg.solve(full.A[dofs][:, dofs].toarray(), local_force)
dw_high = full.energy(u_insert) - w_rest_exact
assert dw_low <= dw_exact <= dw_high

# Detailed balance between the edge site and the neighbouring terrace site.
film_after = without(film, edge)
film_after[target] = True
after = Crystal(NX, film_after, MISFIT)
n_ad, dw_ad, b_ad, rate_ad, _ = hop(film_after, target, relax(after)[1])
state_change = (direct(after)[1] - GAMMA * len(after.stiff)
                - w_exact + GAMMA * len(full.stiff))
assert abs(b_edge - b_ad - state_change) < 4 * ENERGY_TOL

# Error of DeltaW when both energies come from the stopped Gauss-Seidel run.
w_rest_gs = gauss_seidel(rest, CHANGE_TOL)[1]
gs_pair_factor = np.exp((w_gs - w_rest_gs - dw_exact) / KT)
gs_single_factor = np.exp(gs_excess / KT)

# Linearization: relative energy error proportional to misfit.
relative, dw_true = {}, {}
for misfit in (MISFIT, -MISFIT, MISFIT / 10):
    c = Crystal(NX, film, misfit)
    w_true = newton_true_length(c)
    relative[misfit] = w_true / direct(c)[1] - 1
    if abs(misfit) == MISFIT:
        dw_true[misfit] = w_true - newton_true_length(
            Crystal(NX, without(film, edge), misfit))
assert 6 < relative[MISFIT] / relative[MISFIT / 10] < 16
assert abs(0.5 * (dw_true[MISFIT] + dw_true[-MISFIT]) / dw_exact - 1) < 0.05

# The same island in a cell twice as wide and twice as deep.
big = occupy(2 * NX, 2 * DEPTH + 1, 1, WIDTHS)
big_edge = ((2 * NX - WIDTHS[-1]) // 2, 2 * DEPTH + 2 + len(WIDTHS))
dw_big = (direct(Crystal(2 * NX, big, MISFIT))[1]
          - direct(Crystal(2 * NX, without(big, big_edge), MISFIT))[1])
assert abs(dw_big / dw_exact - 1) < 0.1

print(f"spacing {SPACING} A; k_N {K_NEAR}, k_D {K_DIAG} eV/A^2; misfit {MISFIT}")
print(f"gamma {GAMMA} eV; E0 {OFFSET} eV; nu {ATTEMPT:.0e} 1/s")
print(f"T {TEMPERATURE:.0f} K; kT {KT:.6f} eV")
print(f"rate tolerance {RATE_TOL:.0e}; energy tolerance {ENERGY_TOL:.3e} eV")
print(f"force tolerance {FORCE_TOL:.0e} eV/A")
print(f"cell width {NX} sites; free substrate layers {DEPTH}; wetting layers 1")
print(f"island widths {WIDTHS} sites; free atoms {len(full.sites)}")
print(f"flat film, {flat_layers} layers: multigrid {flat_energy:.8f} eV/column")
print(f"flat film, {flat_layers} layers: formula   {flat_formula:.8f} eV/column")
print(f"flat slab, {free_layers} layers: lambda_min {lam_formula:.6f} eV/A^2")
for nx, factor, gap in scaling:
    print(f"width {nx}: V-cycle factor {factor:.3f}; "
          f"symmetric GS gap {gap:.2e}")
print(f"island film: lambda_min {lam_full:.6f} eV/A^2; V-cycle rho {rho:.3f}")
print("cycle, W (eV), max atom force, total force (eV/A), bound, excess (eV)")
shown = sorted(set([0, 1, 2, 3, 4, 6, 8, len(history) - 1]))
for m in [m for m in shown if m < len(history)]:
    _, w, fa, ft, bound = history[m]
    print(f"{m:2d} {w:.8f} {fa:.2e} {ft:.2e} {bound:.2e} {excess[m]:.2e}")
print(f"direct solution: W {w_exact:.8f} eV")
print(f"GS stopped at change < {CHANGE_TOL:.0e} eV: {sweeps} sweeps")
print(f"GS last change {gs_drop:.2e} eV; true excess {gs_excess:.3e} eV")
print(f"GS max atom force {force_sizes(full, u_gs)[0]:.2e} eV/A; "
      f"total {np.linalg.norm(total_gs):.2e} eV/A")
print(f"GS rate factor, one energy unconverged: {gs_single_factor:.4g}")
print(f"GS rate factor, both runs stopped alike: {gs_pair_factor:.6f}")
for name, n, dw, bar, rate in (("edge", n_edge, dw_edge, b_edge, rate_edge),
                               ("centre", n_mid, dw_mid, b_mid, rate_mid),
                               ("adatom", n_ad, dw_ad, b_ad, rate_ad)):
    print(f"{name}: n {n}; DeltaW {dw:.6f} eV; barrier {bar:.6f} eV")
    print(f"{name}: rate {rate:.5e} 1/s; strain factor {np.exp(dw / KT):.4f}")
print(f"edge: unstrained rate "
      f"{ATTEMPT * np.exp(-(n_edge * GAMMA - OFFSET) / KT):.5e} 1/s")
print(f"edge: computed/direct rate - 1 = {rate_edge / rate_exact - 1:.2e}")
print(f"edge: DeltaW bracket {dw_low:.6f} to {dw_high:.6f} eV")
print(f"edge to adatom: state energy change {state_change:.6f} eV")
print(f"true-length W, relative shift: {relative[MISFIT]:.5f} at {MISFIT}")
print(f"true-length W, relative shift: {relative[MISFIT / 10]:.6f} "
      f"at {MISFIT / 10:.3f}")
print(f"edge true-length DeltaW: {dw_true[MISFIT]:.6f} eV at +{MISFIT}")
print(f"edge true-length DeltaW: {dw_true[-MISFIT]:.6f} eV at -{MISFIT}")
print(f"edge DeltaW in doubled cell: {dw_big:.6f} eV")
print("no test failed")
```

Running it gives:

```
spacing 3.0 A; k_N 2.0, k_D 1.0 eV/A^2; misfit 0.04
gamma 0.35 eV; E0 0.45 eV; nu 1e+13 1/s
T 700 K; kT 0.060321 eV
rate tolerance 1e-04; energy tolerance 6.032e-06 eV
force tolerance 1e-04 eV/A
cell width 64 sites; free substrate layers 31; wetting layers 1
island widths [24, 20, 16, 12] sites; free atoms 2120
flat film, 3 layers: multigrid 0.05400000 eV/column
flat film, 3 layers: formula   0.05400000 eV/column
flat slab, 18 layers: lambda_min 0.007205 eV/A^2
width 32: V-cycle factor 0.162; symmetric GS gap 5.56e-03
width 64: V-cycle factor 0.174; symmetric GS gap 1.45e-03
width 128: V-cycle factor 0.179; symmetric GS gap 3.70e-04
island film: lambda_min 0.002176 eV/A^2; V-cycle rho 0.174
cycle, W (eV), max atom force, total force (eV/A), bound, excess (eV)
 0 5.70240000 5.37e-01 9.33e-15 2.97e+03 4.02e+00
 1 1.69089178 2.43e-02 6.41e-03 5.19e+00 1.30e-02
 2 1.67810520 1.91e-03 3.35e-04 2.10e-02 1.70e-04
 3 1.67793851 2.72e-04 1.98e-05 2.81e-04 3.80e-06
 4 1.67793480 4.85e-05 1.90e-06 6.78e-06 9.59e-08
 5 1.67793471 8.43e-06 3.10e-07 1.84e-07 2.51e-09
direct solution: W 1.67793471 eV
GS stopped at change < 1e-05 eV: 606 sweeps
GS last change 1.00e-05 eV; true excess 1.669e-03 eV
GS max atom force 2.70e-04 eV/A; total 1.10e-01 eV/A
GS rate factor, one energy unconverged: 1.028
GS rate factor, both runs stopped alike: 1.000181
edge: n 4; DeltaW 0.002720 eV; barrier 0.947280 eV
edge: rate 1.51317e+06 1/s; strain factor 1.0461
centre: n 5; DeltaW 0.013889 eV; barrier 1.286111 eV
centre: rate 5.50054e+03 1/s; strain factor 1.2589
adatom: n 3; DeltaW 0.000187 eV; barrier 0.599813 eV
adatom: rate 4.80328e+08 1/s; strain factor 1.0031
edge: unstrained rate 1.44644e+06 1/s
edge: computed/direct rate - 1 = -2.44e-10
edge: DeltaW bracket 0.001507 to 0.004912 eV
edge to adatom: state energy change 0.347467 eV
true-length W, relative shift: -0.00935 at 0.04
true-length W, relative shift: -0.000932 at 0.004
edge true-length DeltaW: 0.002544 eV at +0.04
edge true-length DeltaW: 0.002896 eV at -0.04
edge DeltaW in doubled cell: 0.002610 eV
no test failed
```
